Why the t2g–eg on-site splitting depends on the orbital basis

**The t2g–eg on-site splitting belongs to a basis**

For one octahedral cluster with one Hamiltonian, the difference between the on-site energies of the eg and t2g orbitals is 1.03 eV with five d-only Wannier functions and 0.30 eV with d orbitals that share the basis with ligand p orbitals. Both values are correct, and their ratio is 3.4.

**The belief**

The belief is that D = ε(eg) − ε(t2g) is a property of the compound, so that any sound extraction of d orbitals must return the same number. It tempts for three reasons. In the point-charge picture D is the difference of two diagonal matrix elements of a definite potential in definite atomic orbitals. Cubic symmetry guarantees two on-site energies in any symmetry-adapted basis, so the pattern never changes. And a single d electron shows one t2g → eg excitation energy. But symmetry fixes only how an orbital transforms, not how much ligand character it carries, and an excitation energy is a difference of eigenvalues, whereas D is a difference of diagonal elements.

**The cluster**

Take a fixed one-electron Hamiltonian H without spin, energies in eV. The basis is orthonormal: five metal d orbitals with energies ε_e and ε_t, and three p orbitals of energy ε_p on each of six ligands at ±x, ±y, ±z. In this basis D_dp = ε_e − ε_t. For a ligand on +z, t_σ couples d_z² to the p orbital pointing at the metal and t_π couples d_xz to p_x. Both are negative.

Write a d orbital as r·Q·r with Q symmetric, traceless and Tr Q² = 1. Along a bond direction n the z²-like orbital has Q_σ = (3nnᵀ − 1)/√6, and since Tr Q = 0 the σ amplitude of Q is Tr(QQ_σ) = √(3/2) n·Q·n. For x²−y², Q = diag(1, −1, 0)/√2, giving +√3/2 on the x bonds, −√3/2 on the y bonds and zero on z. With σ_j the inward-pointing p orbital,

L_e = ½(σ₊ₓ + σ₋ₓ − σ₊ᵧ − σ₋ᵧ),  V_e = 4 · ½ · (√3/2) t_σ = √3 t_σ.

The orbital d_xy is the pure π orbital of four bonds, with a sign that reverses across the metal:

L_t = ½[p_y(+x) − p_y(−x) + p_x(+y) − p_x(−y)],  V_t = 4 · ½ · t_π = 2t_π.

Adjacent ligands along a unit vector m couple p_a to p_b by ppσ m_a m_b + ppπ(δ_ab − m_a m_b), and opposite ligands are left uncoupled. From +x to +y, m = (−1, 1, 0)/√2, so p_x and p_y couple by −T/2 in either order, with T = ppσ − ppπ. Each L has four equivalent adjacent pairs, each entering ⟨L|H|L⟩ twice. The coefficient product is +¼ in L_t and −¼ in L_e (the two minus signs in σ₊ₓ = −p_x, σ₊ᵧ = −p_y cancel), so

ε_Lt = ε_p + 8(¼)(−T/2) = ε_p − T,  ε_Le = ε_p + T.

The ligand orbitals contain eg and t2g once each. The partners follow by cubic symmetry, the other thirteen combinations cannot couple to d, and five 2×2 blocks (d, L) remain.

**One block, every basis**

Let Δ = ε_d − ε_L > 0, ε̄ = (ε_d + ε_L)/2 and V = −|V|. Any normalised real orbital of the block is cos φ d + sin φ L, with

ε(φ) = ε_d cos²φ + ε_L sin²φ + 2V sin φ cos φ = ε̄ + (Δ/2) cos 2φ − |V| sin 2φ,

using cos²φ = (1 + cos 2φ)/2 and sin²φ = (1 − cos 2φ)/2. Define R and θ by Δ/2 = R cos 2θ and |V| = R sin 2θ. The addition formula gives

ε(φ) = ε̄ + R cos 2(φ + θ),  R = √(Δ²/4 + V²).

The extrema of an expectation value are the eigenvalues, E± = ε̄ ± R, and the maximum at φ = −θ is the antibonding state ψ₊ = cos θ d − sin θ L. It lies above ε_d by δ = R − Δ/2. Since δ + Δ = R + Δ/2,

δ(δ + Δ) = R² − Δ²/4 = V².

Every angle defines an orbital with the symmetry of d, and the on-site energy varies with the angle while E± stay fixed.

**Removing the ligands**

Löwdin downfolding eliminates p from Hc = Ec. The p rows give c_p = (E − H_pp)⁻¹H_pd c_d, and insertion into the d rows gives H_eff(E) c_d = E c_d with

H_eff(E) = H_dd + H_dp(E − H_pp)⁻¹H_pd = ε_d + V²/(E − ε_L)

in each block. Setting E = ε_d + δ in H_eff(E) = E returns δ = V²/(δ + Δ), the relation above, so the upper root is E₊. From c_L = V c_d/(E − ε_L), normalisation gives the d weight Z = 1/[1 + V²/(E − ε_L)²] = 1/(1 − dH_eff/dE), which at E₊ must equal cos²θ. The ligands have left the matrix but not the states.

A d-only Wannier basis spans the five antibonding states, assumed separated from all others. With P their projector, the projected and orthonormalised functions are w = P d (d†P d)^(−1/2). In a block P|d⟩ = cos θ ψ₊ and ⟨d|P|d⟩ = cos²θ, so w = ψ₊. Any trial orbital of the block not orthogonal to ψ₊ gives the same function up to sign. Therefore

D_d = E₊(eg) − E₊(t2g) = D_dp + δ_e − δ_t.

Inserting δ ≈ V²/Δ on the right of δ = V²/(Δ + δ) and expanding gives δ = V²/Δ − V⁴/Δ³ + …, correct in these two terms, which begin the binomial series of R − Δ/2; that series converges for 4V² < Δ². As V → 0 the two splittings coincide.

D_d exceeds D_dp exactly when δ_e > δ_t. Differentiating δ(δ + Δ) = V² gives (2δ + Δ) dδ + δ dΔ = d(V²), and 2δ + Δ = 2R, so ∂δ/∂V² = 1/(2R) > 0 and ∂δ/∂Δ = −δ/(2R) < 0. Hence |V_e| > |V_t| with Δ_e ≤ Δ_t is sufficient. D_dp is much the smaller only when δ_e − δ_t is large against it.

**The numbers**

Take round model parameters, in eV: ε_p = 0, ε_t = 3.0, ε_e = 3.3, t_σ = −1.2, t_π = −0.6, ppσ = 0.4, ppπ = −0.1. Four decimals are kept only to let the arithmetic be followed. Then T = 0.5, V_e² = 4.32, V_t² = 1.44 (eV²), Δ_e = 3.3 − 0.5 = 2.8 and Δ_t = 3.0 + 0.5 = 3.5.

δ_e = √(1.96 + 4.32) − 1.4 = 2.5060 − 1.4 = 1.1060
δ_t = √(3.0625 + 1.44) − 1.75 = 2.1219 − 1.75 = 0.3719
D_d = 0.3 + 1.1060 − 0.3719 = 1.0341 eV (8340 cm⁻¹), against D_dp = 0.30 eV (2420 cm⁻¹).

The antibonding levels are at 4.4060 and 3.3719, and the next level down is at 0.50, so the separation assumed holds. The Wannier functions carry ligand weights 0.22 (eg) and 0.09 (t2g). Second order gives 0.3 + 1.5429 − 0.4114 ≈ 1.431, too large by 38% of D_d, and for eg the series diverges because 4V_e² > Δ_e². Freezing H_eff at one common energy yields further values:

E = 3: 0.3 + 4.32/2.5 − 1.44/3.5 = 1.6166
E = 4: 0.3 + 4.32/3.5 − 1.44/4.5 = 1.2143

Weak σ bonding can reverse the order of the two splittings, here with eg still above t2g. With t_σ = −0.3, V_e² = 0.27, δ_e = √(1.96 + 0.27) − 1.4 = 0.0933 and D_d = 0.3 + 0.0933 − 0.3719 = 0.0214, below D_dp.

**The d-p value is not unique either**

Suppose the orthonormal pair (d, L) came from symmetric orthogonalisation of atomic orbitals with overlap s, ligand–ligand overlap being dropped. The geometry that fixed V gives s_e = √3 S_σ and s_t = 2S_π, and s is assumed opposite in sign to V. The atomic orbitals are the orthonormal ones multiplied by S^(1/2). The symmetric matrix with cos α on the diagonal and sin α off it squares to diagonal 1 and off-diagonal sin 2α, so it is S^(1/2) when sin 2α = s. The atomic d orbital is cos α d + sin α L, or φ = +α. The atomic ligand orbital is sin α d + cos α L, and the orbital orthogonal to it is cos α d − sin α L, or φ = −α. Each, with its orthogonal partner, is a valid d-p basis. Writing cos²φ = 1 − sin²φ in ε(φ),

ε(±α) = ε_d − Δ sin²α ∓ |V| s.

With S_σ = 0.10 and S_π = 0.05, s = 0.1732 and 0.1000, α = 4.99° and 2.87°:

eg: 3.3 − 0.0212 ∓ 0.3600 = 2.9188 or 3.6388
t2g: 3.0 − 0.0088 ∓ 0.1200 = 2.8712 or 3.1112

So D is 0.05 eV (atomic d), 0.30 eV (symmetric), 0.53 eV (orthogonalised to the ligands) and 1.03 eV (d-only), all with one spectrum.

A splitting must therefore be used with the hoppings of its own basis. A d-only model given D_dp misses 0.73 eV of covalency. A d-p model given D_d counts covalency twice: ε_e = 4.0341 makes Δ_e = 3.5341 and δ_e = √(3.1225 + 4.32) − 1.7671 = 0.9610, so the level gap is 1.0341 + 0.9610 − 0.3719 = 1.6232, which is 57% above the true 1.0341. In the cluster D_d equals the one-electron excitation energy. With several interacting d electrons the measured lines also involve Coulomb terms, which this model omits.

**From cluster to crystal**

Consider the corner-sharing cubic ML₃ lattice with unit lattice constant and no p–p hopping. A Wannier function is a normalised sum of Bloch functions over k, and H is diagonal in k, so its on-site energy is the zone average of the projected Hamiltonian. The Bloch sum over the ligands at ±½ along x couples d_xy to p_y by t_π(e^(ik_x/2) − e^(−ik_x/2)) = 2i t_π sin(k_x/2), and likewise along y:

V²(k) = 4t_π²[sin²(k_x/2) + sin²(k_y/2)],  zone average 4t_π² = V_t².

For eg, each k has two squared couplings, the eigenvalues of H_dp H_pd. Cubic symmetry makes the averaged 2×2 Hamiltonian a multiple of the unit matrix, so the on-site shift is the mean of δ over k and both branches. The cross terms between opposite ligands average to zero, leaving the cluster value 3t_σ² as the mean squared coupling. The second-order shifts thus equal those of the cluster with T = 0. Because ∂R/∂V² = 1/(2R), ∂²δ/∂(V²)² = −1/(4R³) < 0, and by Jensen's inequality each full shift is smaller. The computed (δ_e, δ_t) are (0.959, 0.412) in the crystal and (1.004, 0.421) in the T = 0 cluster, giving D_d = 0.847 and 0.883 eV.

In this crystal eg and t2g couple to different ligand orbitals and so do not mix at any k; for the projected functions D_d is therefore a difference of band centres, not an excitation energy. If the d-like bands overlap other bands, P is not fixed by the spectrum and D_d depends on the subspace chosen. At lower symmetry d orbitals can mix with one another. A fixed unitary rotation U of the five functions turns the on-site matrix h into U†hU and keeps its eigenvalues. In a crystal the functions can also be changed by a k-dependent U(k); the on-site matrix is then the zone average of U(k)†H(k)U(k), and only its trace, the sum of the band centres, is independent of the choice of functions within the subspace. This freedom exists at cubic symmetry too. Take U(k) = exp[λB(k)] with B real and antisymmetric, coupling d_xy to d_z² by sin k_x sin k_y and d_yz, d_xz to their cubic partners. It leaves the functions transforming as eg and t2g and the on-site matrix diagonal, yet it mixes the two band groups and changes D_d at fixed trace.

The numerical check below tests the block formulas against the full 23×23 matrix, the geometric factors against Gaussian integrals, and the crystal inequality against the band calculation.

Computed values

```
eps_p, eps_t, eps_e = 0.00, 3.00, 3.30 eV
t_sig, t_pi = -1.20, -0.60 eV
pp_sig, pp_pi, T = 0.40, -0.10, 0.50 eV
S_sig, S_pi = 0.10, 0.05 (dimensionless)
pairs below are (eg, t2g)
V = -2.0785, -1.2000 eV
V^2 = 4.3200, 1.4400 eV^2
eps_L = 0.5000, -0.5000 eV
Delta = 2.8000, 3.5000 eV
mean = 1.9000, 1.2500 eV
R = 2.5060, 2.1219 eV
delta = 1.1060, 0.3719 eV
V^2/Delta = 1.5429, 0.4114 eV
E+ = 4.4060, 3.3719 eV
E- = -0.6060, -0.8719 eV
theta = 28.0184, 17.2195 deg
d weight Z = 0.7793, 0.9124 
ligand weight = 0.2207, 0.0876 
overlap s = 0.1732, 0.1000 
alpha = 4.9871, 2.8696 deg
eps atomic d = 2.9188, 2.8712 eV
eps ligand-orthogonalised d = 3.6388, 3.1112 eV
delta cluster, T=0 = 1.0038, 0.4209 eV
delta crystal, T=0 = 0.9588, 0.4115 eV
highest level below the five antibonding ones = 0.5000 eV
D atomic d = 0.0476 eV = 384 cm^-1
D_dp symmetric orthogonalisation = 0.3000 eV = 2420 cm^-1
D ligand-orthogonalised d = 0.5276 eV = 4255 cm^-1
D_d d-only Wannier = 1.0341 eV = 8340 cm^-1
delta_e - delta_t = 0.7341 eV
D_d / D_dp = 3.447
D second order = 1.4314 eV
D from H_eff frozen at E = 3.0 eV: 1.6166 eV
D from H_eff frozen at E = 4.0 eV: 1.2143 eV
level gap if D_d is put into the d-p model = 1.6232 eV
weak sigma, t_sig = -0.30 eV: delta_e = 0.0933 eV
weak sigma: D_d = 0.0214 eV
D_d cluster, T=0 = 0.8828 eV
D_d crystal, T=0, 12^3 k points = 0.8473 eV
```
